# Effective proton hop time in water from the diffusion coefficient: verification in Python

```python
"""
Result under test: tau = a^2 / (6 D) for an uncorrelated walk in three dimensions.
D   : long-time diffusion coefficient (nm^2/ps)
a   : hop length (nm); for unequal hops a^2 means the mean square length
tau : mean time between hops (ps)
f   : correlation factor; with directional memory tau = f a^2 / (6 D)
q   : probability that a hop immediately reverses the previous one
c   : mean cosine between successive hops
The example is an excess proton in liquid water, compared with acid in a resist.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(2718)


def hop_time(mean_square_hop, diffusion, dimension=3):
    return mean_square_hop / (2 * dimension * diffusion)


def simulated_diffusion(tau, lengths, dimension=3, shape=1.0, carrier=0.0):
    """Measure D from walks with gamma-distributed waits (shape 1: exponential)."""
    walkers, hops = 60000, 90
    start, stop = 10 * tau, 40 * tau
    clock = np.zeros(walkers)
    shift = np.zeros((walkers, dimension))
    for _ in range(hops):
        clock += rng.gamma(shape, tau / shape, walkers)
        direction = rng.normal(size=(walkers, dimension))
        direction /= np.linalg.norm(direction, axis=1)[:, None]
        size = rng.choice(lengths, walkers)
        counted = (clock > start) & (clock <= stop)
        shift += direction * (size * counted)[:, None]
    assert clock.min() > stop  # every walk covers the whole time window
    duration = stop - start
    shift += np.sqrt(2 * carrier * duration) * rng.normal(size=shift.shape)
    return np.mean(np.sum(shift**2, axis=1)) / (2 * dimension * duration)


def lattice_correlation_factor(q, steps=24):
    """Propagate exact probabilities on a diamond lattice; return growth per hop."""
    bonds = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    n = 2 * steps + 1
    axis = np.arange(n) - steps
    r2 = (axis[:, None, None]**2 + axis[None, :, None]**2
          + axis[None, None, :]**2)
    prob = np.zeros((4, n, n, n))  # first index: bond used in the last hop
    for j, b in enumerate(bonds):
        prob[j, steps + b[0], steps + b[1], steps + b[2]] = 0.25
    previous = current = np.sum(prob.sum(axis=0) * r2)
    for s in range(1, steps):
        sign = -1 if s % 2 else 1  # the two sublattices have opposite bonds
        total = prob.sum(axis=0)
        new = np.empty_like(prob)
        for j, b in enumerate(bonds):
            weight = q * prob[j] + (1 - q) / 3 * (total - prob[j])
            new[j] = np.roll(weight, tuple(sign * k for k in b), axis=(0, 1, 2))
        prob = new
        previous, current = current, np.sum(prob.sum(axis=0) * r2)
    assert abs(prob.sum() - 1) < 1e-10
    return (current - previous) / 3  # squared bond length is 3


# Diffusion equation and second moment, by symbolic algebra
r, t, Ds = sp.symbols("r t D", positive=True)
gauss = sp.exp(-r**2 / (4 * Ds * t)) / (4 * sp.pi * Ds * t)**sp.Rational(3, 2)
residual = sp.diff(gauss, t) - Ds * sp.diff(r**2 * sp.diff(gauss, r), r) / r**2
assert sp.simplify(residual) == 0
norm = sp.integrate(4 * sp.pi * r**2 * gauss, (r, 0, sp.oo))
moment = sp.integrate(4 * sp.pi * r**4 * gauss, (r, 0, sp.oo))
assert sp.simplify(norm - 1) == 0
assert sp.simplify(moment - 6 * Ds * t) == 0

# Inputs and main estimate
D_si = 9.3e-9                    # m^2/s
to_nm2_ps = 1e18 / 1e12          # m^2/s to nm^2/ps
D = D_si * to_nm2_ps
a = 0.25                         # nm
tau = hop_time(a**2, D)
assert round(tau, 1) == 1.1

# Continuous-time walks; tolerance is over four standard errors
D_carrier = 2.3e-9 * to_nm2_ps   # rough self-diffusion of water
tau_carrier = hop_time(a**2, D - D_carrier)
tau_line = hop_time(a**2, D, dimension=1)
mixed = np.array([0.15, 0.35])   # nm, equal probabilities
tau_mixed = hop_time(np.mean(mixed**2), D)
walks = {
    "exponential waits": simulated_diffusion(tau, [a]),
    "narrower waits": simulated_diffusion(tau, [a], shape=4.0),
    "hops of 0.15 and 0.35 nm": simulated_diffusion(tau_mixed, mixed),
    "hops on a line": simulated_diffusion(tau_line, [a], dimension=1),
    "with carrier motion": simulated_diffusion(tau_carrier, [a],
                                               carrier=D_carrier),
}
for name, measured in walks.items():
    # one-dimensional squared displacements have the larger relative scatter
    tolerance = 0.025 if name == "hops on a line" else 0.015
    assert abs(measured / D - 1) < tolerance, (name, measured)

# Directional memory: exact lattice propagation against the summed series
memory = []
for q in (0.0, 0.25, 1 / 3, 0.6):
    c = (1 - 4 * q) / 3
    f_lattice = lattice_correlation_factor(q)
    assert abs(f_lattice - (1 + c) / (1 - c)) < 1e-6
    memory.append((q, c, f_lattice, f_lattice * tau))

# Derived numbers for water
time_ns = 1000.0                 # ps
hops_ns = time_ns / tau
rms_ns = np.sqrt(6 * D * time_ns)
a_long = 0.28                    # nm, rough oxygen-oxygen spacing
T, warming, barrier = 298.0, 10.0, 0.11  # K, K, eV (rough barrier)
kB = const.k / const.e           # eV/K
tau_warm = tau * np.exp(barrier / kB * (1 / (T + warming) - 1 / T))
atomic_time = const.physical_constants["atomic unit of time"][0]

# Rough resist case: free diffusion during the bake
blur, bake = 10.0, 60.0          # nm per axis, s
D_resist = blur**2 / (2 * bake)  # nm^2/s
D_water_s = D * 1e12             # nm^2/s
water_blur_mm = np.sqrt(2 * D_water_s * bake) * 1e-6

print("EXCESS PROTON IN WATER")
print(f"D, input: {D_si:.2e} m^2/s")
print(f"D, converted: {D:.2e} nm^2/ps")
print(f"hop length a: {a:.2f} nm")
print(f"a squared: {a**2:.4f} nm^2")
print(f"6 D: {6 * D:.4f} nm^2/ps")
print(f"mean effective hop time: {tau:.3f} ps")
print(f"same time: {tau * 1e-12 / atomic_time:.3e} atomic units")
print(f"effective hop rate: {1 / tau:.3f} per ps")
print(f"hop time for a = 0.245 nm: {hop_time(0.245**2, D):.3f} ps")
print(f"hop time for a = 0.255 nm: {hop_time(0.255**2, D):.3f} ps")
print(f"hops in 1 ns: {hops_ns:.0f}")
print(f"rms displacement in 1 ns: {rms_ns:.2f} nm")
print(f"total path in 1 ns: {hops_ns * a:.0f} nm")
print("SIMULATED D DIVIDED BY INPUT D (no unit)")
for name, measured in walks.items():
    print(f"{name}: {measured / D:.4f}")
print(f"hop time if hops lay on a line: {tau_line:.2f} ps")
print(f"hop time, 0.15/0.35 nm mixture: {tau_mixed:.2f} ps")
print("MEMORY ON A TETRAHEDRAL NETWORK")
for q, c, f, true_tau in memory:
    print(f"return prob. {q:.3f}, mean cosine {c:.3f}, "
          f"f {f:.3f}, hop time {true_tau:.2f} ps")
print("OTHER NEGLECTED EFFECTS (rough inputs)")
print(f"carrier D: {D_carrier:.2e} nm^2/ps")
print(f"D left for hopping: {D - D_carrier:.2e} nm^2/ps")
print(f"hop time with carrier motion: {tau_carrier:.2f} ps")
print(f"hop time for a = {a_long:.2f} nm: {hop_time(a_long**2, D):.2f} ps")
print(f"temperature: {T:.0f} K; warming: {warming:.0f} K")
print(f"activation energy: {barrier:.2f} eV")
print(f"hop time after warming: {tau_warm:.2f} ps")
print("ACID IN A RESIST (rough inputs)")
print(f"blur per axis: {blur:.0f} nm; bake time: {bake:.0f} s")
print(f"D in resist: {D_resist:.3f} nm^2/s")
print(f"D in water: {D_water_s:.2e} nm^2/s")
print(f"D water / D resist: {D_water_s / D_resist:.2e} (no unit)")
print(f"formal time, 0.25 nm hops: {hop_time(a**2, D_resist)*1e3:.1f} ms")
print(f"formal time, 1 nm hops: {hop_time(1.0, D_resist)*1e3:.0f} ms")
print(f"blur per axis if D were that of water: {water_blur_mm:.2f} mm")
print("OK")
```

Running it gives:

```
EXCESS PROTON IN WATER
D, input: 9.30e-09 m^2/s
D, converted: 9.30e-03 nm^2/ps
hop length a: 0.25 nm
a squared: 0.0625 nm^2
6 D: 0.0558 nm^2/ps
mean effective hop time: 1.120 ps
same time: 4.631e+04 atomic units
effective hop rate: 0.893 per ps
hop time for a = 0.245 nm: 1.076 ps
hop time for a = 0.255 nm: 1.165 ps
hops in 1 ns: 893
rms displacement in 1 ns: 7.47 nm
total path in 1 ns: 223 nm
SIMULATED D DIVIDED BY INPUT D (no unit)
exponential waits: 0.9995
narrower waits: 1.0030
hops of 0.15 and 0.35 nm: 0.9975
hops on a line: 0.9944
with carrier motion: 1.0006
hop time if hops lay on a line: 3.36 ps
hop time, 0.15/0.35 nm mixture: 1.30 ps
MEMORY ON A TETRAHEDRAL NETWORK
return prob. 0.000, mean cosine 0.333, f 2.000, hop time 2.24 ps
return prob. 0.250, mean cosine 0.000, f 1.000, hop time 1.12 ps
return prob. 0.333, mean cosine -0.111, f 0.800, hop time 0.90 ps
return prob. 0.600, mean cosine -0.467, f 0.364, hop time 0.41 ps
OTHER NEGLECTED EFFECTS (rough inputs)
carrier D: 2.30e-03 nm^2/ps
D left for hopping: 7.00e-03 nm^2/ps
hop time with carrier motion: 1.49 ps
hop time for a = 0.28 nm: 1.41 ps
temperature: 298 K; warming: 10 K
activation energy: 0.11 eV
hop time after warming: 0.97 ps
ACID IN A RESIST (rough inputs)
blur per axis: 10 nm; bake time: 60 s
D in resist: 0.833 nm^2/s
D in water: 9.30e+09 nm^2/s
D water / D resist: 1.12e+10 (no unit)
formal time, 0.25 nm hops: 12.5 ms
formal time, 1 nm hops: 200 ms
blur per axis if D were that of water: 1.06 mm
OK
```
